# Why defect relaxation along stiff bond chains converges slowly with supercell length: a numerical check

```python
"""
Result under test: a misfitting atom in a periodic spring chain of fixed
length relaxes with an error proportional to 1/N. In a crystal of coupled
chains the ring is exact for plane sums; the defect chain follows it only
for weak side coupling, and long cells have an error proportional to N^-3.

Symbols (Hartree atomic units):
  N, P      atoms along the chain, and along each transverse cell edge
  k, kappa  springs along chains and between chains; ratio = k/kappa
  k_defect  spring of the two bonds of the defect atom
  d         extra natural length of each of these two bonds
  u_n       displacement along the chain of atom n, defect atom at n = 0
  theta     inverse decay length of one transverse wave on the chains
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import i0e, ive, zeta

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
k, kappa, d = 0.1, 0.001, 0.1
ratio_main = k / kappa


def relax(N, P, k_defect, side, free_length=False, clamp_mid=False,
          cut_mid=False):
    """Minimize the explicit spring energy; return u, length change, energy."""
    size = N * P * P

    def index(x, y, z):
        return ((x % N) * P + y % P) * P + z % P

    rows, targets, springs = [], [], []

    def add_bond(i, j, spring, misfit, length_part):
        row = np.zeros(size + 1)
        row[i] -= 1
        row[j] += 1
        row[-1] = length_part
        rows.append(row)
        targets.append(misfit)
        springs.append(spring)

    for x in range(N):
        for y in range(P):
            for z in range(P):
                i = index(x, y, z)
                central = y == 0 and z == 0
                defect = central and x in (0, N - 1)
                if not (cut_mid and central and x == N // 2):
                    add_bond(i, index(x + 1, y, z),
                             k_defect if defect else k,
                             d if defect else 0.0, 1 / N)
                if P > 1:
                    add_bond(i, index(x, y + 1, z), side, 0.0, 0.0)
                    add_bond(i, index(x, y, z + 1), side, 0.0, 0.0)
    active = np.ones(size + 1, dtype=bool)
    active[0] = False
    active[-1] = free_length
    if clamp_mid:
        active[index(N // 2, 0, 0)] = False
    root = np.sqrt(np.array(springs))
    matrix = np.array(rows) * root[:, None]
    target = np.array(targets) * root
    solution = np.zeros(size + 1)
    solution[active] = np.linalg.lstsq(matrix[:, active], target,
                                       rcond=None)[0]
    energy = 0.5 * np.sum((matrix @ solution - target) ** 2)
    return solution[:-1].reshape(N, P, P), solution[-1], energy


def decay_rates(P, ratio, shift=0.0):
    q = 2 * np.pi * (np.arange(P) + shift) / P
    s = 4 * np.sin(q / 2) ** 2
    return 2 * np.arcsinh(np.sqrt((s[:, None] + s[None, :]) / ratio) / 2)


def supercell_u(N, P, n, ratio):
    """u_n/d on the defect chain from the sum over transverse waves."""
    theta = decay_rates(P, ratio)
    theta[0, 0] = 1.0  # placeholder, replaced by the zero-wavevector limit
    wave = (np.exp(-theta * n) * np.expm1(-theta * (N - 2 * n))
            / np.expm1(-theta * N))
    wave[0, 0] = 1 - 2 * n / N
    return wave.mean()


def scaled_bessel(n, x):
    """exp(-x) I_n(x), with its large-argument series for x > 1e4."""
    if x < 1e4:
        return ive(n, x)
    return (1 - (4 * n * n - 1) / (8 * x)) / np.sqrt(2 * np.pi * x)


@lru_cache(maxsize=None)
def infinite_u(n, ratio):
    """u_n/d in the infinite crystal from the lattice Green function."""
    def integrand(s):
        x = np.exp(s)
        return n * scaled_bessel(n, x) * i0e(x / ratio) ** 2
    edges = np.arange(-30, 41, 5)
    return sum(quad(integrand, a, b, epsabs=1e-13, epsrel=1e-11,
                    limit=200)[0] for a, b in zip(edges[:-1], edges[1:]))


def missing(N, ratio, P=None):
    return infinite_u(1, ratio) - supercell_u(N, P or N, 1, ratio)


def exponent(N, ratio):
    return np.log2(missing(N, ratio) / missing(2 * N, ratio))


def long_cell_law(N, ratio):
    return 2 * zeta(3) * ratio / (np.pi * N ** 3)


# The ring: direct minimization against the closed forms
for N in (6, 12, 20):
    for k_defect in (0.05, 0.1, 0.3):
        u, _, energy = relax(N, 1, k_defect, 0.0)
        M = N - 2 + 2 * k / k_defect
        n = np.arange(1, N)
        assert np.allclose(u[1:, 0, 0], d * (N - 2 * n) / M, atol=1e-12)
        assert np.isclose(energy, 2 * k * d * d / M, rtol=1e-9)

# Cause of the ring error: clamp the node, cut the ring, free its length
N = 16
u_ring, _, e_ring = relax(N, 1, k, 0.0)
_, _, e_clamped = relax(N, 1, k, 0.0, clamp_mid=True)
u_cut, _, e_cut = relax(N, 1, k, 0.0, cut_mid=True)
_, growth, e_free = relax(N, 1, k, 0.0, free_length=True)
assert np.isclose(e_ring, e_clamped, rtol=1e-9)
assert e_cut < 1e-20 and e_free < 1e-20
assert np.allclose(np.abs(u_cut[1:, 0, 0]), d, atol=1e-12)
assert np.isclose(growth, 2 * d, rtol=1e-9)

# Coupled chains: plane sums, wave formula, energy and cell relaxation
N, P = 8, 4
for side in (0.001, 0.03, 0.1):
    u, _, energy = relax(N, P, k, side)
    n = np.arange(1, N)
    assert np.allclose(u.sum(axis=(1, 2))[1:], d * (1 - 2 * n / N),
                       atol=1e-11)
    for m in range(1, N // 2 + 1):
        assert np.isclose(u[m, 0, 0], d * supercell_u(N, P, m, k / side),
                          atol=1e-12)
    assert np.isclose(energy, k * d * d - k * d * u[1, 0, 0], rtol=1e-9)
    _, _, energy_free = relax(N, P, k, side, free_length=True)
    assert np.isclose(energy - energy_free, 2 * k * d * d / (N * P * P),
                      rtol=1e-8)

# Infinite crystal: wave integral against the Bessel integral
theta = decay_rates(800, ratio_main, shift=0.5)
for n in (1, 3):
    assert abs(np.exp(-n * theta).mean() - infinite_u(n, ratio_main)) < 1e-7

# Limits: ring for weak side coupling, inverse cube for long cells
assert abs(missing(8, 1e6) / (2 / 8) - 1) < 0.02
assert abs(exponent(4, 1e6) - 1) < 0.05
assert abs(exponent(128, ratio_main) - 3) < 0.03
# 0.5 percent allows for lattice dispersion, which fades as N^-2
assert abs(missing(256, ratio_main) / long_cell_law(256, ratio_main) - 1) < 5e-3
# Lateral images: negligible for stiff chains, visible for equal springs
assert abs(supercell_u(16, 16, 1, ratio_main)
           - supercell_u(16, 64, 1, ratio_main)) < 1e-10
cubic_coefficient = missing(64, 1.0) * 64 ** 3
row_coefficient = missing(64, 1.0, P=256) * 64 ** 3
assert abs(cubic_coefficient / (2 / 3) - 1) < 0.01
assert abs(row_coefficient / (2 * zeta(3) / np.pi) - 1) < 0.01

# Worked example
unit = k * d * d
print(f"k = {k} Eh/a0^2, kappa = {kappa} Eh/a0^2, d = {d} a0")
print(f"k/kappa = {ratio_main:.0f}; k d^2 = {1e3*unit:.4f} mEh"
      f" = {1e3*unit*HARTREE_EV:.3f} meV")
print(f"Ring N=16 residual energy: {1e3*e_ring:.5f} mEh"
      f" = {1e3*e_ring*HARTREE_EV:.3f} meV")
print(f"Same, midpoint clamped: {1e3*e_clamped:.5f} mEh")
print(f"Same, opposite bond cut: {1e3*abs(e_cut):.5f} mEh")
print(f"Same, length free: {1e3*abs(e_free):.5f} mEh,"
      f" length growth {growth:.4f} a0")
u_soft, _, e_soft = relax(16, 1, k / 2, 0.0)
print(f"Ring N=16, k_defect=k/2: u_1 = {u_soft[1,0,0]:.5f} a0,"
      f" residual {1e3*e_soft:.5f} mEh")
print("Displacements in a0: n, ring N=16, 16x16x16 cell, infinite crystal")
for n in (1, 2, 4, 6, 8):
    print(f"  {n:2d} {u_ring[n,0,0]:9.5f}"
          f" {d*supercell_u(16, 16, n, ratio_main):9.5f}"
          f" {d*infinite_u(n, ratio_main):9.5f}")
print(f"Infinite crystal u_1/d = {infinite_u(1, ratio_main):.5f}")
print(f"Crossover scale N_c = {np.sqrt(zeta(3)*ratio_main/np.pi):.2f} atoms")
print("NxNxN cells, k/kappa=100: N, missing u_1/d, ring 2/N, N^-3 law,")
print("  energy error in mEh, local exponent from N to 2N")
for N in (4, 8, 16, 32, 64, 128):
    loss = missing(N, ratio_main)
    print(f"  {N:3d} {loss:.3e} {2/N:.3e} {long_cell_law(N, ratio_main):.3e}"
          f" {1e3*unit*loss:.3e} {exponent(N, ratio_main):.3f}")
print(f"Energy error of the N=8 cell:"
      f" {1e3*unit*missing(8, ratio_main)*HARTREE_EV:.3f} meV")
print(f"Part of missing u_1/d removed by free length, N=8: {2/8**3:.5f}")
print("N=8 cell: k/kappa, missing u_1 divided by ring value, exponent 8 to 16")
for ratio in (1.0, 10.0, 100.0, 1e3, 1e4, 1e6):
    print(f"  {ratio:9.0f} {missing(8, ratio)/(2/8):.4f}"
          f" {exponent(8, ratio):.3f}")
print(f"k=kappa, N^3 times missing u_1/d: cubic cell {cubic_coefficient:.4f},"
      f" wide cell {row_coefficient:.4f}")
print("Smallest even N with energy error below 1 percent of k d^2:")
for ratio in (1.0, 100.0, 1e4):
    N = 4
    while missing(N, ratio) > 0.01:
        N += 2
    print(f"  k/kappa = {ratio:.0f}: N = {N}")
N = 4
while 2 / N > 0.01:
    N += 2
print(f"  isolated ring (error at most 1 percent): N = {N}")
print("PASS")
```

Printed output:

```
k = 0.1 Eh/a0^2, kappa = 0.001 Eh/a0^2, d = 0.1 a0
k/kappa = 100; k d^2 = 1.0000 mEh = 27.211 meV
Ring N=16 residual energy: 0.12500 mEh = 3.401 meV
Same, midpoint clamped: 0.12500 mEh
Same, opposite bond cut: 0.00000 mEh
Same, length free: 0.00000 mEh, length growth 0.2000 a0
Ring N=16, k_defect=k/2: u_1 = 0.07778 a0, residual 0.11111 mEh
Displacements in a0: n, ring N=16, 16x16x16 cell, infinite crystal
   1   0.08750   0.08042   0.08273
   2   0.07500   0.06399   0.06867
   4   0.05000   0.03797   0.04783
   6   0.02500   0.01767   0.03382
   8  -0.00000   0.00000   0.02431
Infinite crystal u_1/d = 0.82729
Crossover scale N_c = 6.19 atoms
NxNxN cells, k/kappa=100: N, missing u_1/d, ring 2/N, N^-3 law,
  energy error in mEh, local exponent from N to 2N
    4 3.370e-01 5.000e-01 1.196e+00 3.370e-01 1.617
    8 1.099e-01 2.500e-01 1.495e-01 1.099e-01 2.251
   16 2.309e-02 1.250e-01 1.868e-02 2.309e-02 3.058
   32 2.772e-03 6.250e-02 2.335e-03 2.772e-03 3.194
   64 3.029e-04 3.125e-02 2.919e-04 3.029e-04 3.041
  128 3.679e-05 1.562e-02 3.649e-05 3.679e-05 3.009
Energy error of the N=8 cell: 2.990 meV
Part of missing u_1/d removed by free length, N=8: 0.00391
N=8 cell: k/kappa, missing u_1 divided by ring value, exponent 8 to 16
          1 0.0056 3.091
         10 0.0789 3.287
        100 0.4395 2.251
       1000 0.7794 1.379
      10000 0.9255 1.114
    1000000 0.9924 1.011
k=kappa, N^3 times missing u_1/d: cubic cell 0.6674, wide cell 0.7661
Smallest even N with energy error below 1 percent of k d^2:
  k/kappa = 1: N = 6
  k/kappa = 100: N = 22
  k/kappa = 10000: N = 84
  isolated ring (error at most 1 percent): N = 200
PASS
```
